# Gap equation and phonon kernels in superconducting density functional theory, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Units are SI. \(\beta=1/k_BT\), \(f(x)=1/(e^{\beta x}+1)\), and \(n_B=1/(e^{\beta\hbar\Omega}-1)\) for a phonon of energy \(\hbar\Omega\). There is no magnetic field and no spin-orbit coupling, and pairing is in the spin singlet. The phonons are harmonic and taken as given. The electrons feel a local potential \(v\) and a pair field \(\Delta(\mathbf r,\mathbf r')=\Delta(\mathbf r',\mathbf r)\):
\[ \hat H=\hat T+\hat H_{\rm int}+\int(v-\mu)\,\hat n-\iint\big[\Delta^*(\mathbf r,\mathbf r')\,\psi_\uparrow(\mathbf r)\psi_\downarrow(\mathbf r')+{\rm h.c.}\big]. \]
\(\hat H_{\rm int}\) holds the Coulomb repulsion, the phonons and the electron-phonon coupling. The two densities are \(n(\mathbf r)=\sum_\sigma\langle\psi^\dagger_\sigma\psi_\sigma\rangle\) and \(\chi(\mathbf r,\mathbf r')=\langle\psi_\uparrow(\mathbf r)\psi_\downarrow(\mathbf r')\rangle\). The physical superconductor is the limit \(\Delta\to0\) of the external field. Fermionic Matsubara energies are \(\varepsilon=(2m+1)\pi k_BT\), and one function recurs:
\[ a(x)=\frac{\tanh(\beta x/2)}{2x}=k_BT\sum_\varepsilon\frac{1}{\varepsilon^2+x^2}, \]
the second form being the pole expansion of \(\tanh\). Small test models use an arbitrary energy unit \(e_0\); the program behind all numbers and tests is printed after these notes with its output.

## 2. Density functional and Kohn-Sham potentials

For any density matrix \(\rho\) and \(\rho_0=e^{-\beta\hat H}/{\rm Tr}\,e^{-\beta\hat H}\), one has \({\rm Tr}\,\rho(\hat H+k_BT\ln\rho)-\Omega_{\rm g}=k_BT\,{\rm Tr}\,\rho(\ln\rho-\ln\rho_0)\), with \(\Omega_{\rm g}\) the grand potential. In the eigenbases \((p_i,|i\rangle)\) of \(\rho\) and \((q_j,|j\rangle)\) of \(\rho_0\) the trace is \(\sum_{ij}|\langle i|j\rangle|^2p_i\ln(p_i/q_j)\ge\sum_{ij}|\langle i|j\rangle|^2(p_i-q_j)=0\), by \(\ln x\ge1-1/x\), with equality only for \(\rho=\rho_0\). Suppose two different sets of potentials gave the same \((n,\chi)\). Using each \(\rho_0\) as trial state for the other Hamiltonian gives \(\Omega_{\rm g}'<\Omega_{\rm g}+\langle\hat H'-\hat H\rangle\) and \(\Omega_{\rm g}<\Omega_{\rm g}'-\langle\hat H'-\hat H\rangle\), with the same expectation value because it depends only on \((n,\chi)\). The sum is a contradiction, so the densities fix the potentials.

Since \(\delta\Omega_{\rm g}=\langle\delta\hat H\rangle\), we have \(n=\delta\Omega_{\rm g}/\delta v\) and \(\chi=-\delta\Omega_{\rm g}/\delta\Delta^*\). The Legendre transform
\[ F[n,\chi]=\Omega_{\rm g}-\int n\,(v-\mu)+\iint(\Delta^*\chi+\Delta\chi^*) \]
obeys \(\delta F/\delta n=-(v-\mu)\) and \(\delta F/\delta\chi^*=\Delta\), because the terms from varying the potentials cancel. Assume that noninteracting electrons in some \((v_s,\Delta_s)\) reproduce the same densities. Their functional \(F_s\) obeys the same two relations with \(v_s,\Delta_s\). Define \(F_{xc}\) by \(F=F_s+E_H[n]+F_{xc}\), with the anomalous Hartree term counted in \(F_{xc}\). Differentiating this definition gives
\[ v_s=v+v_H+\frac{\delta F_{xc}}{\delta n},\qquad \Delta_s=\Delta-\frac{\delta F_{xc}}{\delta\chi^*}. \]
\(\Delta_s\) is the potential that produces the right \(\chi\). Nothing in this construction identifies it with the measured excitation gap.

## 3. The Kohn-Sham Bogoliubov-de Gennes equations

Let \(h=-\hbar^2\nabla^2/2m+v_s-\mu\), a real symmetric operator, and work in a finite basis so that traces exist. Anticommutation gives \(\psi_\downarrow^\dagger h\psi_\downarrow={\rm Tr}\,h-\psi_\downarrow h\psi_\downarrow^\dagger\), \(-\Delta_s\psi^\dagger_\downarrow(\mathbf r')\psi^\dagger_\uparrow(\mathbf r)=+\Delta_s\psi^\dagger_\uparrow(\mathbf r)\psi^\dagger_\downarrow(\mathbf r')\), and likewise for the conjugate term. With the Nambu spinor \(\Psi=(\psi_\uparrow,\psi_\downarrow^\dagger)^T\), whose components anticommute like ordinary fermion fields,
\[ \hat H_s=\Psi^\dagger\mathcal H\Psi+{\rm Tr}\,h,\qquad \mathcal H=\begin{pmatrix}h&\Delta_s\\ \Delta_s^\dagger&-h\end{pmatrix}. \]
For a symmetric kernel \(\Delta_s^\dagger(\mathbf r,\mathbf r')=\Delta_s^*(\mathbf r,\mathbf r')\). The eigenvalue problem of \(\mathcal H\) is the pair of Kohn-Sham Bogoliubov-de Gennes (BdG) equations:
\[ h\,u(\mathbf r)+\int\!\Delta_s(\mathbf r,\mathbf r')\,v(\mathbf r')=E\,u(\mathbf r),\qquad \int\!\Delta_s^*(\mathbf r,\mathbf r')\,u(\mathbf r')-h\,v(\mathbf r)=E\,v(\mathbf r). \]
From here on \(v\) without a subscript is the lower amplitude. Conjugating the second equation gives \(h(-v^*)+\Delta_su^*=-E(-v^*)\), and conjugating the first gives \(\Delta_s^*(-v^*)-hu^*=-Eu^*\). So \((-v^*,u^*)\) is an eigenvector at \(-E\), and all sums can run over \(E>0\).

Expanding \(\Psi\) in the eigenvectors makes \(\hat H_s\) a set of free fermion modes, so \(\langle\Psi\Psi^\dagger\rangle=1-f(\mathcal H)\). The spin-down density is the lower diagonal block: \(|v|^2(1-f)\) from \(+E\) and \(|u|^2[1-f(-E)]=|u|^2f\) from \(-E\). The spin-up density is the upper block of \(f(\mathcal H)\) and has the same value. The pair density is the upper right block of \(1-f=\tfrac12+\tfrac12\tanh(\beta\mathcal H/2)\); the unit matrix has no such block, and for the partner state the oddness of \(\tanh\) cancels the sign of \(-v^*\). Hence
\[ n(\mathbf r)=2\sum_{E>0}\big[|u|^2f(E)+|v|^2(1-f(E))\big], \]
\[ \chi(\mathbf r,\mathbf r')=\tfrac12\sum_{E>0}\tanh\frac{\beta E}{2}\,\big[u(\mathbf r)v^*(\mathbf r')+v^*(\mathbf r)u(\mathbf r')\big]. \]
Each pair \(\pm E\) contributes \(-k_BT\ln[(1+e^{-\beta E})(1+e^{\beta E})]\) to the grand potential, so \(\Omega_s={\rm Tr}\,h-2k_BT\sum_{E>0}\ln[2\cosh(\beta E/2)]\). With the potentials of part 2 these equations close into a self-consistent scheme that is exact for \(n\) and \(\chi\) if \(F_{xc}\) is exact and the reference system exists. For a three-site lattice with a random complex pair field the program tests \(\Omega_s\), \(n\) and \(\chi\) against the trace over the full Fock space (both routes give \(\Omega_s=-2.05871767\,e_0\)), and tests the two derivative relations by finite differences.

## 4. The decoupling approximation

Expand both amplitudes in eigenstates of \(h\), \(h\varphi_i=\xi_i\varphi_i\), \(u=\sum u_i\varphi_i\), \(v=\sum v_i\varphi_i\), and project on \(\varphi_i\):
\[ \xi_iu_i+\sum_j\Delta_{ij}v_j=Eu_i,\qquad \sum_j\Delta_{ji}^*u_j-\xi_iv_i=Ev_i,\qquad \Delta_{ij}=\iint\varphi_i^*(\mathbf r)\Delta_s(\mathbf r,\mathbf r')\varphi_j(\mathbf r'). \]
Write \(\psi_\uparrow=\sum\varphi_ic_{i\uparrow}\) and \(\psi_\downarrow=\sum\varphi_i^*c_{\bar\imath\downarrow}\), where \(\bar\imath\) labels the time-reversed orbital \(\varphi_i^*\). The pair term becomes \(-\sum\Delta_{ij}^*c_{i\uparrow}c_{\bar\jmath\downarrow}+{\rm h.c.}\), so the diagonal element pairs a state with its time reverse.

For Bloch states \(i=n\mathbf k\) and a pair potential invariant under \((\mathbf r,\mathbf r')\to(\mathbf r+\mathbf R,\mathbf r'+\mathbf R)\), shifting the integration variables gives \(\Delta_{ij}=e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}\Delta_{ij}\) for all lattice vectors, so \(\mathbf k=\mathbf k'\) exactly. Vortices, interfaces and modulated pairing violate this premise. Exchanging \(\mathbf r\) and \(\mathbf r'\) in the symmetric kernel gives \(\Delta_{\bar\imath\bar\imath}=\Delta_{ii}\equiv\Delta_i\).

The decoupling approximation makes two further steps. It drops the interband elements \(\Delta_{n\mathbf k,n'\mathbf k}\), and it freezes \(v_s\), hence \(\xi_i\) and \(\varphi_i\), at the normal state. What remains is \(\mathcal H_i=\begin{pmatrix}\xi_i&\Delta_i\\ \Delta_i^*&-\xi_i\end{pmatrix}\). Multiplying out gives \(\mathcal H_i^2=\xi_i^2+|\Delta_i|^2\), so
\[ E_i=\sqrt{\xi_i^2+|\Delta_i|^2}. \]
With \(\Delta_i=|\Delta_i|e^{i\theta_i}\), the vector \(u_i=\sqrt{(1+\xi_i/E_i)/2}\), \(v_i=e^{-i\theta_i}\sqrt{(1-\xi_i/E_i)/2}\) is normalized and satisfies \(\Delta_iv_i=(E_i-\xi_i)u_i\), as squaring both positive sides shows. Then \(u_iv_i^*=\Delta_i/2E_i\) and \(|u_i|^2-|v_i|^2=\xi_i/E_i\). In \(\chi\) the second bracket term of state \(i\) equals the first term of state \(\bar\imath\), so
\[ \chi(\mathbf r,\mathbf r')=\sum_i\chi_i\,\varphi_i(\mathbf r)\varphi_i^*(\mathbf r'),\qquad \chi_i=a(E_i)\Delta_i, \]
\[ n(\mathbf r)=\sum_in_i|\varphi_i|^2,\qquad n_i=1-2\xi_i\,a(E_i). \]
By the pole expansion, \(a(E_i)\) is a power series in \(|\Delta_i|^2\) for \(|\Delta_i|^2<\xi_i^2+(\pi k_BT)^2\), so for small gaps, as near \(T_c\), the change of \(n_i\) is of order \(|\Delta|^2\). Freezing \(v_s\) therefore neglects a shift of \(\xi\) of that order, which alters \(\chi\) at order \(\Delta^3\) and leaves \(T_c\) untouched.

The dropped elements form the perturbation \(\begin{pmatrix}0&\Delta_{12}\\ \Delta_{21}^*&0\end{pmatrix}\) between blocks 1 and 2. It has no diagonal part, so the leading shift is second order, through the states \((u_2,v_2)\) at \(E_2\) and \((-v_2^*,u_2^*)\) at \(-E_2\):
\[ \delta E_1=\frac{|u_1^*\Delta_{12}v_2+v_1^*\Delta_{21}^*u_2|^2}{E_1-E_2}+\frac{|u_1^*\Delta_{12}u_2^*-v_1^*\Delta_{21}^*v_2^*|^2}{E_1+E_2}. \]
A sufficient condition for the spectrum is \(|\Delta_{12}|\ll|E_1-E_2|\). It is not necessary: for \(\xi_1\approx\xi_2\gg|\Delta|\) both \(v_1\) and \(v_2\) are small, so the first numerator is far below \(|\Delta_{12}|^2\). The condition concerns quasiparticle energies, so decoupling can fail for \(\xi_1\approx-\xi_2\), where a particle in one band is resonant with a hole in the other. For small gaps the surviving term of \(\delta E_1\) has a denominator of size \(|\xi_1+\xi_2|\): with \(\xi_2>0\), it is the second term (\(E_1+E_2\)) for \(\xi_1>0\) and the first term (\(E_1-E_2\)) for \(\xi_1<0\). The interband distance \(\xi_2-\xi_1\) does not set the scale. On a two-band ring with smallest interband distance \(3.105\,e_0\), \(\xi_1+\xi_2=3.8\,e_0\) at every \(\mathbf k\) and \(\max|\Delta_{12}|=0.0096\,e_0\), the scale estimate is \(0.0096^2/3.8\approx2.4\times10^{-5}\,e_0\). The largest error of the decoupled \(E\) against full diagonalization is \(2.40\times10^{-5}\,e_0\); it scales as the power 2.000 of the pair field and falls to \(2.2\times10^{-10}\,e_0\) once \(\delta E\) is added. The largest absolute error of the diagonal elements \(\chi_i\) is \(1.3\times10^{-5}\). The interband element \(\chi_{12}\), which decoupling drops, is first order in \(\Delta_{12}\), of size \(|\Delta_{12}|/|\xi_1+\xi_2|\approx2.5\times10^{-3}\) here, so \(\chi(\mathbf r,\mathbf r')\) is less accurate than the energies.

For degenerate levels, \(h=\xi\cdot1\) commutes with the block \(\hat\Delta\), and \(\mathcal H^2\) has the diagonal blocks \(\xi^2+\hat\Delta\hat\Delta^\dagger\) and \(\xi^2+\hat\Delta^\dagger\hat\Delta\) and no others. Then \(E=\sqrt{\xi^2+s^2}\), with \(s\) the singular values of \(\hat\Delta\). For \(\xi=0.02\), \(\Delta_{11}=0.05\), \(\Delta_{22}=0.01i\), \(\Delta_{12}=0.03\) (in \(e_0\)) the exact energies are 0.0256 and 0.0674, while the diagonal elements alone give 0.0224 and 0.0539; the upper one is 20% below its exact value.

## 5. The form of the gap equation

At zero external field, and since \(\partial\chi^*(\mathbf r,\mathbf r')/\partial\chi_i^*=\varphi_i^*(\mathbf r)\varphi_i(\mathbf r')\), the chain rule gives \(\Delta_i=-\partial F_{xc}/\partial\chi_i^*\) at fixed \(n\). The interactions conserve particle number, so \(F_{xc}\) is invariant under \(\chi\to e^{i\alpha}\chi\) and its expansion begins as \(\sum\chi_i^*M_{ij}\chi_j\), followed by quartic terms. Thus \(\Delta_i=-\sum_jM_{ij}\chi_j+O(\chi^3)\). In a large crystal \(M\) has a state-diagonal part that stays finite and a part in which each element scales as the inverse volume. Name them by \(M_{ij}=\delta_{ij}Z_i/a(\xi_i)+K_{ij}\). In the first part use \(\chi_i=a(\xi_i)\Delta_i+O(\Delta^3)\); in the second keep \(\chi_j=a(E_j)\Delta_j\):
\[ \Delta_i=-Z_i\Delta_i-\frac12\sum_jK_{ij}\,\frac{\tanh(\beta E_j/2)}{E_j}\,\Delta_j. \]
With \(Z=0\) and a constant attractive \(K\) in a shell this is the BCS equation. The kernels are normal-state quantities. Within decoupling and for a given \(F_{xc}\) the equation is exact at a continuous transition. Below \(T_c\) it omits terms of order \(\Delta^3\), the same order as the nonlinearity kept in \(a(E_j)\), so the size of \(\Delta\) below \(T_c\) is not controlled by this partial linearization.

The Kohn-Sham Bogoliubov-de Gennes equations and, within the decoupling approximation, the form of the gap equation are now established. It remains to derive the kernels \(Z_i\) and \(K_{ij}\) from the interactions and to solve the gap equation for a worked example.

Numbers in the example were calculated in double precision.
